# The Mattis-Bardeen conductivity of a dirty superconductor: a program that tests the result

```python
# Mattis-Bardeen conductivity of a dirty BCS superconductor (hbar = k_B = 1).
# j = -Q A, sigma = sigma1 + i sigma2 = i Q / w; all sigma and Q in units of sigma_n.
# Symbols: gap = Delta, T temperature, w real frequency, Om bosonic Matsubara frequency,
# xi normal-state level, E = sqrt(xi^2+gap^2), tau transport time.
# Under test: the coherence-factor kernel, Q(iOm) = pi T sum[1-(wn wn'-gap^2)/(s s')],
# the real-axis integrals for sigma1, sigma2, their T=0 elliptic forms
#   sigma1 = (1+2gap/w)E(k) - (4gap/w)K(k),  k = |w-2gap|/(w+2gap),  w > 2gap
#   sigma2 = (1+2gap/w)E(k')/2 - (1-2gap/w)K(k')/2
# and sigma2 -> (pi gap/w)[tanh(gap/2T) + (w/4T) sech^2(gap/2T)] at small w.
import numpy as np
import sympy as sp
from scipy.special import expit, ellipe, ellipk, zeta
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy import constants as C
pi = np.pi

def panels(edges, n):
    x, wt = np.polynomial.legendre.leggauss(n)
    e = np.asarray(edges, float)
    lo, h = e[:-1, None], np.diff(e)[:, None]
    return (lo + h*(x + 1)/2).ravel(), (h*wt/2).ravel()

def fermi(E, T):
    return expit(-E/T) if T > 0 else np.zeros_like(E)   # T=0 is used only with E>0

X01, W01 = panels([0, 1], 400)

def sigma1(w, T, gap=1.0, pair_sign=-1):
    w = np.atleast_1d(w).astype(float)[:, None]
    out = np.zeros(w.shape[0])
    if T > 0:   # scattering, E = gap + w sinh^2 v removes both square roots
        vmax = np.arcsinh(np.sqrt(45*T/w))
        E = gap + w*np.sinh(vmax*X01)**2
        occ = fermi(E, T)*(1 - fermi(E + w, T))*(-np.expm1(-w/T))
        out += (4/w*vmax*W01*occ*(E*(E + w) + gap**2)
                / np.sqrt((E + gap)*(E + w + gap))).sum(1)
    E = w/2 + np.maximum(w/2 - gap, 0)*np.cos(pi*X01)   # pair breaking
    occ = 1 - fermi(E, T) - fermi(w - E, T)
    pair = (pi/w*W01*occ*(E*(w - E) + pair_sign*gap**2)
            / np.sqrt((E + gap)*(w - E + gap))).sum(1)
    return out + np.where(w[:, 0] > 2*gap, pair, 0.0)

def sigma2(w, T, gap=1.0):
    lo, other = max(gap - w, -gap), min(gap - w, -gap)
    E = (gap + lo)/2 + (gap - lo)/2*np.cos(pi*X01)
    return (pi/w*W01*(1 - 2*fermi(E + w, T))*(E*(E + w) + gap**2)
            / np.sqrt((E - other)*(E + w + gap))).sum()

def s1_ell(w):
    m = ((w - 2)/(w + 2))**2
    return (1 + 2/w)*ellipe(m) - 4/w*ellipk(m) if w > 2 else 0.0

def s2_ell(w):
    m = 1 - ((w - 2)/(w + 2))**2
    return (1 + 2/w)*ellipe(m)/2 - (1 - 2/w)*ellipk(m)/2

def ratio(f1, f2, d, Om, T):   # (f1-f2) d/(d^2+Om^2), with the limit d -> 0 at Om = 0
    den = d*d + Om*Om
    ok = den > 1e-18
    return np.where(ok, (f1 - f2)*d/np.where(ok, den, 1.0), -f1*(1 - f1)/T)

def kernel_s(x1, x2, gap, T, Om, sign=1):
    E1, E2 = np.hypot(x1, gap), np.hypot(x2, gap)
    f1, f2 = fermi(E1, T), fermi(E2, T)
    c = (x1*x2 + sign*gap**2)/(E1*E2)
    return ((1 + c)*ratio(f1, f2, E1 - E2, Om, T)
            - (1 - c)*(1 - f1 - f2)*(E1 + E2)/((E1 + E2)**2 + Om**2))

def kernel_n(x1, x2, T, Om):
    return 2*ratio(fermi(x1, T), fermi(x2, T), x1 - x2, Om, T)

def Q_matsubara(m, T, N=200000):
    wn = (2*np.arange(-N - m, N) + 1)*pi*T
    wp = wn + 2*pi*T*m
    return (pi*T*np.sum(1 - (wn*wp - 1)/np.sqrt((wn**2 + 1)*(wp**2 + 1)))
            + 2/(pi*T*(2*N + m)))          # tail of the 1/wn^2 terms

def Q0_tau(T, tau, N=200000):
    s = np.hypot((2*np.arange(N) + 1)*pi*T, 1.0)
    return 4*pi*T*np.sum(1/(s**2*(1 + 2*tau*s)))

# ---- disordered open 4x4 lattice, gap held fixed: kernel against the definitions
rng = np.random.default_rng(1)
Ls, gl, Tl = 4, 0.6, 0.4
ns = Ls*Ls
onsite = np.diag(rng.uniform(-2, 2, ns) + 0.3)
hx, hy = np.zeros((ns, ns)), np.zeros((ns, ns))
for ix in range(Ls):
    for iy in range(Ls):
        i = ix*Ls + iy
        if ix + 1 < Ls: hx[i + Ls, i] = -1
        if iy + 1 < Ls: hy[i + 1, i] = -1
def h_of(A):
    return onsite + hy + hy.T + np.exp(1j*A)*hx + np.exp(-1j*A)*hx.T
def bdg(A):
    return np.block([[h_of(A), gl*np.eye(ns)], [gl*np.eye(ns), -h_of(A).conj()]])
def omega_pot(A):
    return -Tl*np.logaddexp(0, -np.linalg.eigvalsh(bdg(A))/Tl).sum()
xi, U = np.linalg.eigh(h_of(0).real)
El = np.hypot(xi, gl)
assert np.allclose(np.linalg.eigvalsh(bdg(0)), np.sort(np.r_[El, -El]), atol=1e-11)
h1, h2 = 1j*(hx - hx.T), -(hx + hx.T)
j2 = np.abs(U.T @ h1 @ U)**2
h2d = np.diag(U.T @ h2 @ U)
x1, x2 = xi[:, None], xi[None, :]
dia = np.sum(h2d*(1 - xi/El*np.tanh(El/(2*Tl))))
d = 1e-2
Q_fd = (-omega_pot(2*d) + 16*omega_pot(d) - 30*omega_pot(0)
        + 16*omega_pot(-d) - omega_pot(-2*d))/(12*d*d)
Q_ker = dia + np.sum(j2*kernel_s(x1, x2, gl, Tl, 0.0))
Q_bad = dia + np.sum(j2*kernel_s(x1, x2, gl, Tl, 0.0, -1))
assert abs(Q_fd - Q_ker) < 1e-6 and abs(Q_fd - Q_bad) > 0.1
Qn0 = np.sum(h2d*2*fermi(xi, Tl)) + np.sum(j2*kernel_n(x1, x2, Tl, 0.0))
assert abs(Qn0) < 1e-10
Nf = 800
wn = (2*np.arange(-Nf - 1, Nf + 1) + 1)*pi*Tl
J = np.kron(np.eye(2), h1)
JG = J @ np.linalg.inv(1j*wn[:, None, None]*np.eye(2*ns) - bdg(0))
direct = (Tl*np.einsum('kij,kji->', JG[:-2], JG[2:]).real
          - np.trace(J @ J).real/(2*pi**2*Tl*Nf))
assert abs(direct - np.sum(j2*kernel_s(x1, x2, gl, Tl, 4*pi*Tl))) < 1e-6
print(f"lattice d2Omega/dA2, finite difference = {Q_fd:.6f} t")
print(f"lattice kernel = {Q_ker:.6f} t, opposite coherence sign = {Q_bad:.6f} t")

# ---- relative change of the diamagnetic term, flat band of half width D, T=0
D = 100.0
ddia = 2*quad(lambda x: x - x*x/np.hypot(x, 1), 0, D, points=[1, 10])[0]/D**2
assert abs(ddia/((np.log(2*D) - 0.5)/D**2) - 1) < 1e-3
print(f"relative diamagnetic change at D/gap = {D:.0f}: {ddia:.3e}")

# ---- double xi quadrature against the Matsubara sums (gap = 1)
T = 0.5
def xigrid(n):
    u, wt = panels(np.linspace(0, np.arcsinh(1e7), 43), n)
    return np.r_[-np.sinh(u), np.sinh(u)], np.r_[wt*np.cosh(u), wt*np.cosh(u)]
(xa, wa), (xb, wb) = xigrid(10), xigrid(11)
xa, xb = xa[:, None], xb[None, :]
WW = wa[:, None]*wb[None, :]/(2*pi)
D0 = pi*np.tanh(1/(2*T))
print(f"T/gap = {T}: pi tanh(gap/2T) = {D0:.6f} gap")
for m in (0, 1, 3):   # tolerance set by the ln(L)/L tail of the cutoff L = 1e7
    Om = 2*pi*T*m
    diff = kernel_s(xa, xb, 1.0, T, Om) - kernel_n(xa, xb, T, Om)
    Qxi = Om + np.sum(WW*diff)
    assert abs(Qxi - Q_matsubara(m, T)) < 1e-4
    print(f"  Q(iOm), m={m}: xi integral {Qxi:.5f}, sum {Q_matsubara(m, T):.5f} gap")
assert abs(np.sum(WW*(kernel_n(xa, xb, T, pi) - kernel_n(xa, xb, T, 0.0))) - pi) < 1e-4
assert abs(Q_matsubara(0, T) - D0) < 1e-8
diff0 = kernel_s(xa, xb, 1.0, T, 0.0) - kernel_n(xa, xb, T, 0.0)
for tau in (1.0, 0.1, 0.01):
    assert abs(np.sum(WW*diff0/(1 + ((xa - xb)*tau)**2)) - Q0_tau(T, tau)) < 1e-5
    print(f"  gap*tau = {tau}: Q(0)/dirty value = {Q0_tau(T, tau)/D0:.4f}")

# ---- analytic continuation, Kramers-Kronig, sum rule
Wmax = 1e4
xg, wg = panels(np.r_[np.geomspace(1e-10, 2, 41), np.geomspace(2, Wmax, 41)[1:]], 12)
s1g = sigma1(xg, T)
for m in (1, 2, 5):
    Om = 2*pi*T*m
    disp = D0 + Om + 2/pi*np.sum(wg*(s1g - 1)*Om**2/(xg**2 + Om**2))
    assert abs(disp - Q_matsubara(m, T)) < 1e-6
for w in (0.3, 1.3, 2.9, 6.1):
    s0 = sigma1(w, T)[0]
    pv = np.sum(wg*(s1g - s0)/(xg**2 - w*w)) + (1 - s0)*np.arctanh(w/Wmax)/w
    kk = Q_matsubara(0, T)/w - 2*w/pi*pv
    assert abs(kk - sigma2(w, T)) < 1e-6
    print(f"  w/gap={w}: s1/sn={s0:.5f}, s2/sn={sigma2(w, T):.5f}, KK {kk:.5f}")
tail = (2*np.log(2*Wmax) + 3)/Wmax
for Ts, vals, th in ((0.0, sigma1(xg, 0.0), 1.0), (T, s1g, D0/pi)):
    area = np.sum(wg*(1 - vals)) + tail
    assert abs(area/(pi**2/2*th) - 1) < 1e-4   # the tail added is the T=0 asymptote
    print(f"missing area T/gap={Ts}: {area:.4f}, (pi/2)Q(0) = {pi**2/2*th:.4f} gap")

# ---- T = 0: algebra, elliptic forms, limits
x, ws, g = sp.symbols('x w g')
a, b = ws/2 - g, ws/2 + g
E, Ep = x - ws/2, x + ws/2
assert sp.expand((g**2 - E**2)*(Ep**2 - g**2) - (b**2 - x**2)*(x**2 - a**2)) == 0
assert sp.expand(E*Ep + g**2 - (x**2 - a*b)) == 0
for w in (0.05, 1.0, 1.9, 2.1, 3.0, 10.0, 200.0):
    assert abs(sigma1(w, 0.0)[0] - s1_ell(w)) < 1e-10
    assert abs(sigma2(w, 0.0) - s2_ell(w)) < 1e-10*max(1, s2_ell(w))
assert abs(sigma2(2.0, 0.0) - 1) < 1e-10
slope = sigma1(2 + 1e-4, 0.0)[0]/1e-4
jump = sigma1(2 + 1e-6, 0.0, pair_sign=1)[0]
assert abs(slope - pi/4) < 1e-3 and abs(jump - pi/2) < 1e-5
assert abs((1 - sigma1(1e3, 0.0)[0])*1e6/(2*np.log(2e3) + 1) - 1) < 1e-2
c2 = (1 - sigma2(0.05, 0.0)*0.05/pi)/0.05**2
assert abs(c2 - 1/16) < 1e-4
print(f"T=0 edge slope = {slope:.4f} /gap; jump with opposite sign = {jump:.4f}")
print(f"T=0 coefficient of (w/gap)^2 in 1 - w s2/(pi gap) = {c2:.5f}")
for r in (0.25, 0.5, 1.0, 1.5, 2.0, 5.0):
    w = 2*r
    print(f"T=0 w/2gap={r}: k={abs(w-2)/(w+2):.4f} "
          f"s1/sn={sigma1(w, 0.0)[0]:.5f} s2/sn={sigma2(w, 0.0):.5f}")
print(f"k=1/3: K={ellipk(1/9):.5f} E={ellipe(1/9):.5f} "
      f"K(k')={ellipk(8/9):.5f} E(k')={ellipe(8/9):.5f}")

# ---- low frequency at T > 0
for Tt in (0.3, 0.5, 2.0):
    th, sech2 = np.tanh(1/(2*Tt)), 1/np.cosh(1/(2*Tt))**2
    assert abs(sigma2(1e-7, Tt)*1e-7/pi - th) < 1e-6
    assert abs((sigma2(1e-3, Tt)*1e-3/pi - th)/1e-3/(sech2/(4*Tt)) - 1) < 1e-2
    logc = (sigma1(1e-6, Tt)[0] - sigma1(1e-5, Tt)[0])/np.log(10)
    assert abs(logc/(sech2/(2*Tt)) - 1) < 1e-3
    print(f"T/gap={Tt}: d s1/d ln(1/w) = {logc:.4f}, formula {sech2/(2*Tt):.4f}")

# ---- worked example; weak-coupling gap in units of Tc
g0 = pi*np.exp(-np.euler_gamma)
def gap_of(t):
    def eq(gp):
        I = quad(lambda y: expit(-np.hypot(y, gp)/t)/np.hypot(y, gp), 0, 60*t,
                 points=[gp], epsabs=1e-12, limit=200)[0]
        return np.log(g0/gp) - 2*I
    return brentq(eq, 0.02, g0, xtol=1e-13)
assert abs(gap_of(0.99)/(np.sqrt(8*pi**2/(7*zeta(3)))*0.1) - 1) < 1e-2
Tc, Tx, rho, thick, freq = 10.0, 5.0, 1e-6, 10e-9, 10e9
t = Tx/Tc
gt = gap_of(t)
wm = (2*np.arange(100000) + 1)*pi*t
assert abs(np.log(t) - 2*pi*t*np.sum(1/np.hypot(wm, gt) - 1/wm)) < 1e-8
meV = 1e-3*C.e
G0, GT, hw, kT = g0*C.k*Tc, gt*C.k*Tc, C.h*freq, C.k*Tx
wr, tr = hw/GT, kT/GT
s1, s2 = sigma1(wr, tr)[0], sigma2(wr, tr)
th = np.tanh(1/(2*tr))
corr = wr/(4*tr)*(1 - th*th)
lim = pi/wr*th
assert abs(s2 - pi/wr*(th + corr)) < 0.1*abs(s2 - lim)
om = 2*pi*freq
print(f"example: Tc={Tc} K, T={Tx} K, f={freq/1e9:.0f} GHz")
print(f"rho_n={rho:.1e} Ohm m, d={thick*1e9:.0f} nm, sheet R={rho/thick:.1f} Ohm")
print(f"gap(0)/kTc = {g0:.4f}, gap(T)/gap(0) = {gt/g0:.4f}")
print(f"gap(0) = {G0/meV:.4f} meV, gap(T) = {GT/meV:.4f} meV")
print(f"kT = {kT/meV:.4f} meV, hbar w = {hw/meV:.5f} meV")
print(f"edge 2gap/h: T=0 {2*G0/C.h/1e9:.1f} GHz, at T {2*GT/C.h/1e9:.1f} GHz")
print(f"w/gap = {wr:.5f}, gap/2T = {1/(2*tr):.4f}, tanh = {th:.5f}")
print(f"pi gap/w = {pi/wr:.3f}, (w/4T) sech^2 = {corr:.5f}")
print(f"s1/sn = {s1:.4f}, s2/sn = {s2:.3f}")
print(f"s2/sn limit = {lim:.3f}, with first correction = {pi/wr*(th+corr):.3f}")
print(f"relative error of the limit = {(s2-lim)/s2:.3e}")
print(f"sigma1 = {s1/rho:.4e} S/m, sigma2 = {s2/rho:.4e} S/m")
for name, val in (("T, w->0", lim), ("T=0, w->0", pi*G0/hw)):
    lam = 1/np.sqrt(C.mu_0*om*val/rho)
    print(f"{name}: lambda = {lam*1e9:.1f} nm, sheet L = {C.mu_0*lam**2/thick*1e12:.3f} pH")
Z = rho/(thick*(s1 + 1j*s2))
print(f"thin film Z = R - i w L: R = {Z.real*1e3:.3f} mOhm, L = {-Z.imag/om*1e12:.3f} pH")
print("success")
```

Running it gives:

```
lattice d2Omega/dA2, finite difference = 2.105637 t
lattice kernel = 2.105637 t, opposite coherence sign = 0.000000 t
relative diamagnetic change at D/gap = 100: 4.798e-04
T/gap = 0.5: pi tanh(gap/2T) = 2.392619 gap
  Q(iOm), m=0: xi integral 2.39262, sum 2.39262 gap
  Q(iOm), m=1: xi integral 4.47291, sum 4.47291 gap
  Q(iOm), m=3: xi integral 10.10763, sum 10.10763 gap
  gap*tau = 1.0: Q(0)/dirty value = 0.1756
  gap*tau = 0.1: Q(0)/dirty value = 0.6428
  gap*tau = 0.01: Q(0)/dirty value = 0.9265
  w/gap=0.3: s1/sn=0.77877, s2/sn=8.50305, KK 8.50305
  w/gap=1.3: s1/sn=0.26199, s2/sn=1.96659, KK 1.96659
  w/gap=2.9: s1/sn=0.50092, s2/sn=0.40516, KK 0.40516
  w/gap=6.1: s1/sn=0.84865, s2/sn=0.08562, KK 0.08562
missing area T/gap=0.0: 4.9348, (pi/2)Q(0) = 4.9348 gap
missing area T/gap=0.5: 3.7584, (pi/2)Q(0) = 3.7583 gap
T=0 edge slope = 0.7853 /gap; jump with opposite sign = 1.5708
T=0 coefficient of (w/gap)^2 in 1 - w s2/(pi gap) = 0.06251
T=0 w/2gap=0.25: k=0.6000 s1/sn=0.00000 s2/sn=6.18383
T=0 w/2gap=0.5: k=0.3333 s1/sn=0.00000 s2/sn=2.93492
T=0 w/2gap=1.0: k=0.0000 s1/sn=0.00000 s2/sn=1.00000
T=0 w/2gap=1.5: k=0.2000 s1/sn=0.47579 s2/sn=0.37273
T=0 w/2gap=2.0: k=0.3333 s1/sn=0.67193 s2/sn=0.20315
T=0 w/2gap=5.0: k=0.6667 s1/sn=0.92986 s2/sn=0.03158
k=1/3: K=1.61739 E=1.52621 K(k')=2.52863 E(k')=1.11374
T/gap=0.3: d s1/d ln(1/w) = 0.2217, formula 0.2217
T/gap=0.5: d s1/d ln(1/w) = 0.4200, formula 0.4200
T/gap=2.0: d s1/d ln(1/w) = 0.2350, formula 0.2350
example: Tc=10.0 K, T=5.0 K, f=10 GHz
rho_n=1.0e-06 Ohm m, d=10 nm, sheet R=100.0 Ohm
gap(0)/kTc = 1.7639, gap(T)/gap(0) = 0.9569
gap(0) = 1.5200 meV, gap(T) = 1.4545 meV
kT = 0.4309 meV, hbar w = 0.04136 meV
edge 2gap/h: T=0 735.1 GHz, at T 703.4 GHz
w/gap = 0.02843, gap/2T = 1.6878, tanh = 0.93387
pi gap/w = 110.485, (w/4T) sech^2 = 0.00307
s1/sn = 0.7281, s2/sn = 103.503
s2/sn limit = 103.179, with first correction = 103.518
relative error of the limit = 3.129e-03
sigma1 = 7.2810e+05 S/m, sigma2 = 1.0350e+08 S/m
T, w->0: lambda = 350.4 nm, sheet L = 15.425 pH
T=0, w->0: lambda = 331.2 nm, sheet L = 13.784 pH
thin film Z = R - i w L: R = 6.796 mOhm, L = 15.376 pH
success
```
